# Converging One Polymorph Does Not Converge a Phase Energy Difference: verification in Python

```python
"""
Claim under test: converging the energy of one crystal phase does not by itself
converge the energy difference between two phases.
Model (Rydberg units): H = -d^2/dx^2 - sum_j g_j delta(x-x_j), independent electrons,
two electrons per formula unit MX, insulating phases A and B.
  mesh error of N k-points  = 2 * sum_{m>=1} S_{mN}, S_R = Fourier coefficient of band sum
  cutoff error for |q|<=Q   ~ W/(pi Q), W = sum_j g_j^2 n_j, n_j = density at well j
  equivalently each well is weakened to g/(1+g/(pi Q)).
Exact bands come from the transfer matrix; plane-wave energies from diagonalization.
All energies are per formula unit.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
G = (0.5, 1.0)                      # strengths of M and X wells, Ry bohr
# each phase: cell length, well positions, species (0=M, 1=X), formula units
A = dict(L=6.0, x=[0.0, 3.0], s=[0, 1], units=1)
B = dict(L=12.0, x=[0.0, 1.0, 6.0, 7.5], s=[0, 1, 0, 1], units=2)
A_DOUBLE = dict(L=12.0, x=[0.0, 3.0, 6.0, 9.0], s=[0, 1, 0, 1], units=2)
SCAN = np.linspace(-0.9003, 1.0001, 2400)


def transfer_trace(energy, phase, g):
    p = np.sqrt(np.asarray(energy, dtype=complex))
    a, b, c, d = 1.0, 0.0, 0.0, 1.0
    ends = phase["x"][1:] + [phase["x"][0] + phase["L"]]
    for x, end, species in zip(phase["x"], ends, phase["s"]):
        c, d = c - g[species] * a, d - g[species] * b
        cosine, sine = np.cos(p * (end - x)), np.sin(p * (end - x))
        a, b, c, d = (cosine * a + sine / p * c, cosine * b + sine / p * d,
                      -p * sine * a + cosine * c, -p * sine * b + cosine * d)
    return np.real(a + d)


def exact_bands(phase, thetas, count, g=G):
    scan = transfer_trace(SCAN, phase, g)
    result = []
    for theta in thetas:
        target = 2 * np.cos(theta)
        f = scan - target
        places = np.where(f[:-1] * f[1:] < 0)[0][:count]
        assert len(places) == count
        result.append([brentq(lambda e: float(transfer_trace(e, phase, g)) - target,
                              SCAN[i], SCAN[i + 1], xtol=1e-13) for i in places])
    return np.array(result)


def band_sum(phase, thetas, g=G):
    n = phase["units"]
    return 2 * exact_bands(phase, thetas, n, g).sum(axis=1) / n


def mesh_energy(phase, n_k, g=G):
    return band_sum(phase, 2 * np.pi * np.arange(n_k) / n_k, g).mean()


def plane_waves(phase, n_k, cutoff):
    """Energy and density at M and X wells, from truncated plane waves."""
    L, n, Q = phase["L"], phase["units"], np.sqrt(cutoff)
    energy, density = 0.0, np.zeros(2)
    m_max = int(Q * L / (2 * np.pi)) + 2
    for i in range(n_k):
        q = 2 * np.pi * (np.arange(-m_max, m_max + 1) + i / n_k) / L
        q = q[np.abs(q) <= Q]
        h = np.diag(q**2).astype(complex)
        waves = [np.exp(-1j * q * x) for x in phase["x"]]
        for wave, species in zip(waves, phase["s"]):
            h -= G[species] / L * np.outer(wave, wave.conj())
        values, vectors = eigh(h, subset_by_index=[0, n - 1])
        energy += 2 * values.sum() / (n * n_k)
        for wave, species in zip(waves, phase["s"]):
            psi = wave.conj() @ vectors / np.sqrt(L)
            density[species] += 2 * np.sum(np.abs(psi)**2) / (n * n_k)
    return energy, density


phases = {"A": A, "B": B}
print(f"well strengths M, X: {G[0]}, {G[1]} Ry bohr")
for name, ph in phases.items():
    print(f"phase {name}: cell {ph['L']} bohr, wells at {ph['x']} bohr, units {ph['units']}")

# Insulating gap at the zone point where occupied and empty bands approach.
for name, ph, theta in (("A", A, np.pi), ("B", B, 0.0)):
    levels = exact_bands(ph, [theta], ph["units"] + 1)[0]
    gap = levels[-1] - levels[-2]
    assert gap > 0.02
    print(f"band gap of {name}: {gap:.4f} Ry")

# Brillouin-zone limit and Fourier coefficients by Gauss quadrature.
nodes, weights = np.polynomial.legendre.leggauss(200)
theta_nodes, theta_weights = np.pi * (nodes + 1) / 2, weights / 2
limit, fourier, mesh_error = {}, {}, {}
for name, ph in phases.items():
    sums = band_sum(ph, theta_nodes)
    limit[name] = theta_weights @ sums
    fourier[name] = np.array([theta_weights @ (sums * np.cos(R * theta_nodes))
                              for R in range(61)])
    mesh_error[name] = {N: mesh_energy(ph, N) - limit[name] for N in range(1, 17)}
    assert abs(mesh_energy(ph, 40) - limit[name]) < 1e-7
    for N in (1, 2, 3, 4, 6):
        aliased = 2 * fourier[name][N::N].sum()
        assert abs(aliased - mesh_error[name][N]) < 1e-7
    print(f"converged energy of {name}: {limit[name]:.6f} Ry")
exact_difference = limit["B"] - limit["A"]
print(f"converged difference B-A: {exact_difference:.6f} Ry"
      f" = {exact_difference * RY_EV:.5f} eV")

print("mesh errors in mRy: N, A, B, B-A at equal N")
for N in (1, 2, 3, 4, 6, 8, 12):
    ea, eb = mesh_error["A"][N] * 1e3, mesh_error["B"][N] * 1e3
    print(f"  {N:2d} {ea:11.5f} {eb:11.5f} {eb - ea:11.5f}")
for name in phases:
    print(f"Fourier S_1..S_4 of {name} (mRy):",
          " ".join(f"{1e3 * v:.5f}" for v in fourier[name][1:5]))

# Same crystal in two cells: equal sampled length gives equal energy.
primitive, doubled = plane_waves(A, 6, 400.0)[0], plane_waves(A_DOUBLE, 3, 400.0)[0]
assert abs(primitive - doubled) < 1e-9
print(f"A, Ecut 400 Ry: 6 k primitive {primitive:.8f}, 3 k doubled {doubled:.8f} Ry")

# Converge one phase only, then reuse its mesh for the other.
TOL = 1e-3
enough = {name: next(N for N in range(1, 17)
                     if all(abs(err[M]) < TOL for M in range(N, 17)))
          for name, err in mesh_error.items()}
NB, NA = enough["B"], enough["A"]
same_n_error = mesh_error["B"][NB] - mesh_error["A"][NB]
same_length_error = mesh_error["B"][NB] - (mesh_energy(A, 2 * NB) - limit["A"])
separate_error = mesh_error["B"][NB] - mesh_error["A"][NA]
assert abs(mesh_error["B"][NB]) < TOL < abs(same_n_error)
assert abs(separate_error) < 2 * TOL
print(f"tolerance {TOL * 1e3:.1f} mRy: smallest N for A {NA}, for B {NB}")
print(f"B-A error, N={NB} for both: {same_n_error * 1e3:.4f} mRy"
      f" = {same_n_error * RY_EV * 1e3:.3f} meV")
print(f"B-A error, equal length (A {2 * NB}, B {NB}): {same_length_error * 1e3:.4f} mRy")
print(f"B-A error, each converged (A {NA}, B {NB}): {separate_error * 1e3:.4f} mRy")

# Cutoff errors on fixed meshes of equal sampled length.
mesh = {"A": 12, "B": 6}
cutoffs = (400.0, 1600.0, 10000.0)
error, weak, W = {}, {}, {}
for name, ph in phases.items():
    N = mesh[name]
    exact = mesh_energy(ph, N)
    step, n_site = 1e-4, []
    for species in (0, 1):
        up, down = list(G), list(G)
        up[species] += step
        down[species] -= step
        n_site.append(-(mesh_energy(ph, N, up) - mesh_energy(ph, N, down)) / (2 * step))
    W[name] = sum(g * g * n for g, n in zip(G, n_site))
    for cut in cutoffs:
        value, density = plane_waves(ph, N, cut)
        error[name, cut] = value - exact
        assert error[name, cut] > 0
        g_weak = [g / (1 + g / (np.pi * np.sqrt(cut))) for g in G]
        weak[name, cut] = mesh_energy(ph, N, g_weak) - exact
    # Density from the wavefunctions at the largest cutoff; truncation costs about 1/Q.
    assert np.allclose(density, n_site, rtol=0.02)
    law = W[name] / (np.pi * np.sqrt(cutoffs[-1]))
    assert abs(error[name, cutoffs[-1]] / law - 1) < 0.02
    assert abs(error[name, cutoffs[-1]] / weak[name, cutoffs[-1]] - 1) < 0.02
    # Q grows fivefold; intersite terms leave corrections of a few percent at low Q.
    assert abs(error[name, 400.0] / error[name, 10000.0] / 5 - 1) < 0.10
    print(f"{name}: density at M {n_site[0]:.5f}, X {n_site[1]:.5f} per bohr;"
          f" W {W[name]:.5f} Ry^2 bohr")

print("cutoff errors in mRy: Ecut/Ry, A, B, B-A, B-A weakened wells, B-A density law")
for cut in cutoffs:
    difference = error["B", cut] - error["A", cut]
    weak_difference = weak["B", cut] - weak["A", cut]
    law_difference = (W["B"] - W["A"]) / (np.pi * np.sqrt(cut))
    print(f"  {cut:7.0f} {error['A', cut] * 1e3:9.4f} {error['B', cut] * 1e3:9.4f}"
          f" {difference * 1e3:9.4f} {weak_difference * 1e3:9.4f} {law_difference * 1e3:9.4f}")
# At the largest cutoff the neglected higher-order terms are small even in the difference.
assert abs(difference - law_difference) < 0.15 * abs(law_difference)

# Joint budget: one finite cutoff and the mesh that was converged for B alone.
cut = 1600.0
computed = plane_waves(B, NB, cut)[0] - plane_waves(A, NB, cut)[0]
total_error = computed - exact_difference
print(f"Ecut {cut:.0f} Ry, N={NB} for both: B-A = {computed:.6f} Ry")
print(f"  total error {total_error * 1e3:.4f} mRy, mesh part {same_n_error * 1e3:.4f} mRy,"
      f" cutoff part {(total_error - same_n_error) * 1e3:.4f} mRy")
print("all tests passed")
```

Output:

```
well strengths M, X: 0.5, 1.0 Ry bohr
phase A: cell 6.0 bohr, wells at [0.0, 3.0] bohr, units 1
phase B: cell 12.0 bohr, wells at [0.0, 1.0, 6.0, 7.5] bohr, units 2
band gap of A: 0.2636 Ry
band gap of B: 0.4867 Ry
converged energy of A: -0.545794 Ry
converged energy of B: -0.681345 Ry
converged difference B-A: -0.135551 Ry = -1.84427 eV
mesh errors in mRy: N, A, B, B-A at equal N
   1  -132.45424     8.15074   140.60498
   2    22.38852     0.16211   -22.22641
   3    -4.70857     0.00523     4.71381
   4     1.40238     0.00020    -1.40218
   6     0.14954     0.00000    -0.14954
   8     0.01950     0.00000    -0.01950
  12     0.00044     0.00000    -0.00044
Fourier S_1..S_4 of A (mRy): -74.74568 10.41707 -2.42537 0.69122
Fourier S_1..S_4 of B (mRy): 3.99169 0.08095 0.00262 0.00010
A, Ecut 400 Ry: 6 k primitive -0.53031160, 3 k doubled -0.53031160 Ry
tolerance 1.0 mRy: smallest N for A 5, for B 2
B-A error, N=2 for both: -22.2264 mRy = -302.406 meV
B-A error, equal length (A 4, B 2): -1.2403 mRy
B-A error, each converged (A 5, B 2): 0.5983 mRy
A: density at M 0.17506, X 0.93726 per bohr; W 0.98103 Ry^2 bohr
B: density at M 0.49836, X 0.96681 per bohr; W 1.09140 Ry^2 bohr
cutoff errors in mRy: Ecut/Ry, A, B, B-A, B-A weakened wells, B-A density law
      400   15.2977   16.8880    1.5904    1.7526    1.7566
     1600    7.7026    8.5488    0.8463    0.8774    0.8783
    10000    3.1162    3.4732    0.3570    0.3512    0.3513
Ecut 1600 Ry, N=2 for both: B-A = -0.157380 Ry
  total error -21.8289 mRy, mesh part -22.2264 mRy, cutoff part 0.3975 mRy
all tests passed
```
